**Height variance of an initially flat Edwards-Wilkinson line**

The program tests $W=D\sqrt{2t/(\pi\nu)}$, where $W$ is the height variance, $\nu$ the smoothing coefficient, $2D$ the noise covariance and $t$ the time. It asserts agreement with a heat-kernel quadrature, a Fourier quadrature, a propagated lattice covariance and a seeded stochastic simulation. Further assertions cover the two-point covariance, an equilibrated start, finite rings, a restoring force, detailed balance, terrace diffusion and the logarithmic cutoff dependence in two dimensions. For $D=1.3$, $\nu=0.8$ and $t=10$, the closed formula and both quadratures print 3.667232. The simulation, run with $D=\nu=1$ and $t=25$, gives $3.976\pm0.048$, against 3.989 from the formula for those values. For a Si(111) step at 1173 K with rough inputs, the rms wandering after 0.1 s is about 6.0 nm. Among the neglected effects sized there, subtracting the mean of a 5000 nm window and terrace diffusion with an assumed kinetic length of 5000 nm each lower the variance by about 7%.

## Verification by program

```python
"""
Result under test: an infinite, initially flat line obeying
    dh/dt = nu * d2h/dx2 + eta,   <eta eta'> = 2 D delta(x-x') delta(t-t')
has height variance W(t) = D * sqrt(2 t / (pi nu)).
h: height in the frame of the mean growth, nu: smoothing coefficient,
D: noise strength, t: time, k: wavenumber, a: lattice spacing, L: ring length.
Application: a crystal step with mobility Gamma = D and stiffness beta,
for which nu = Gamma * beta / (k_B T).
"""
import numpy as np
from scipy import constants
from scipy.integrate import quad
from scipy.linalg import expm, solve_banded, solve_continuous_lyapunov
from scipy.special import erf, erfc, ive


def flat_variance(D, nu, t):
    return D * np.sqrt(2 * t / (np.pi * nu))


def lattice_variance(D, nu, t, a):
    z = 4 * nu * t / a**2
    return a * D / (2 * nu) * z * (ive(0, z) + ive(1, z))


def integrate_modes(density, k_scale):
    """Integral over all k of an even density, divided by 2 pi."""
    def scaled(q):
        return density(k_scale * q) * k_scale / np.pi
    edges = [0, 0.1, 1, 10, np.inf]
    return sum(quad(scaled, lo, hi, epsabs=0, epsrel=1e-9, limit=200)[0]
               for lo, hi in zip(edges[:-1], edges[1:]))


def laplacian(n):
    return -2 * np.eye(n) + np.eye(n, k=1) + np.eye(n, k=-1)


# ---------- Test parameters (dimensionless) ----------
D, nu, t = 1.3, 0.8, 10.0
W = flat_variance(D, nu, t)
k0 = 1 / np.sqrt(nu * t)

# Real-space noise average: double quadrature of the squared heat kernel
def kernel_square(s):
    reach = 12 * np.sqrt(nu * s)
    return quad(lambda x: (np.exp(-x*x / (4*nu*s))
                           / np.sqrt(4*np.pi*nu*s))**2, -reach, reach)[0]


assert abs(kernel_square(2.0) * np.sqrt(8*np.pi*nu*2.0) - 1) < 1e-8
W_kernel = quad(lambda u: 2*D * kernel_square(u*u) * 2*u, 0, np.sqrt(t))[0]
assert abs(W_kernel / W - 1) < 1e-7

# Fourier-mode sum, and displacement from an equilibrated initial line
W_modes = integrate_modes(
    lambda k: -D * np.expm1(-2*nu*k*k*t) / (nu*k*k), k0)
assert abs(W_modes / W - 1) < 1e-7
G_equilibrium = integrate_modes(
    lambda k: -2*D * np.expm1(-nu*k*k*t) / (nu*k*k), k0)
assert abs(G_equilibrium / W - np.sqrt(2)) < 1e-6

# Lattice covariance propagated in time by repeated doubling
a, n_sites, doublings = 0.5, 201, 20
generator = nu / a**2 * laplacian(n_sites)
dt = t / 2**doublings
propagator = expm(generator * dt)
covariance = 2*D/a * (dt * np.eye(n_sites) + generator * dt**2)
for _ in range(doublings):
    covariance = covariance + propagator @ covariance @ propagator.T
    propagator = propagator @ propagator
mid = n_sites // 2
W_lattice = covariance[mid, mid]
assert abs(W_lattice / lattice_variance(D, nu, t, a) - 1) < 1e-6
z_test = 4 * nu * t / a**2
assert abs((1 - W_lattice / W) * 8 * z_test - 1) < 0.01
t_early = 1e-5
assert abs(lattice_variance(D, nu, t_early, a) / (2*D*t_early/a) - 1) < 1e-3

# Height covariance at a distance, its integral, and the short-range slope
def covariance_law(r, D, nu, t):
    q = abs(r) / np.sqrt(8 * nu * t)
    return flat_variance(D, nu, t) * (np.exp(-q*q)
                                      - np.sqrt(np.pi) * q * erfc(q))


for shift in (4, 10, 16):
    assert abs(covariance[mid, mid + shift]
               - covariance_law(shift*a, D, nu, t)) < 0.004 * W
assert abs(a * covariance[mid].sum() / (2*D*t) - 1) < 1e-5
b_test = 0.01
slope2_test = 2 * (W - covariance_law(b_test, D, nu, t)) / b_test**2
assert abs(slope2_test * nu * b_test / D - 1) < 0.01

# Direct stochastic simulation on rings (unit parameters)
rng = np.random.default_rng(7)
t_mc, dt_mc = 25.0, 0.05
h = np.zeros((400, 256))
for _ in range(round(t_mc / dt_mc)):
    curvature = np.roll(h, 1, axis=1) + np.roll(h, -1, axis=1) - 2*h
    h += dt_mc * curvature + np.sqrt(2*dt_mc) * rng.standard_normal(h.shape)
ring_means = (h**2).mean(axis=1)
W_mc = ring_means.mean()
W_mc_error = ring_means.std(ddof=1) / np.sqrt(len(ring_means))
W_mc_law = flat_variance(1.0, 1.0, t_mc)
# 0.03 allows for the finite time step (about dt/2) and the lattice
assert abs(W_mc - W_mc_law) < 4 * W_mc_error + 0.03

# Finite ring: width about its own mean, early and saturated
def ring_width(D, nu, t, L):
    k = 2 * np.pi * np.arange(1, 400001) / L
    return 2/L * np.sum(-D * np.expm1(-2*nu*k*k*t) / (nu*k*k))


L_test = 60.0
assert abs(ring_width(D, nu, t, L_test) / (W - 2*D*t/L_test) - 1) < 1e-4
assert abs(ring_width(D, nu, 1e5, L_test) / (D*L_test/(12*nu)) - 1) < 1e-4

# Restoring force -c h
def confined_variance(D, nu, t, c):
    return D * erf(np.sqrt(2*c*t)) / (2 * np.sqrt(nu*c))


c_test = 0.3
W_confined = integrate_modes(
    lambda k: -D * np.expm1(-2*(nu*k*k + c_test)*t) / (nu*k*k + c_test), k0)
assert abs(W_confined / confined_variance(D, nu, t, c_test) - 1) < 1e-7
c_weak = 0.005 / t
assert abs(confined_variance(D, nu, t, c_weak)/W - 1 + 2*c_weak*t/3) < 2e-5

# Detailed balance: stationary covariance equals the Boltzmann covariance
kT_test, beta_test, n_small = 0.7, 1.9, 40
nu_step = D * beta_test / kT_test
stationary = solve_continuous_lyapunov(
    nu_step / a**2 * laplacian(n_small), -2*D/a * np.eye(n_small))
boltzmann = kT_test * np.linalg.inv(-beta_test / a * laplacian(n_small))
assert np.allclose(stationary, boltzmann, rtol=1e-7, atol=1e-9)

# Terrace diffusion in series with attachment: finite-difference solution
k_t, ell_t, dy, n_y = 1.0, 2.0, 0.01, 2000
bands = np.zeros((3, n_y))
bands[0, 1:] = 1 / dy**2
bands[1, :] = -2 / dy**2 - k_t**2
bands[2, :-1] = 1 / dy**2
bands[0, 1] = 2 / dy**2
bands[1, 0] -= 2 / (dy * ell_t)
source = np.zeros(n_y)
source[0] = -2 / (dy * ell_t)
adatoms = solve_banded((1, 1), bands, source)
assert abs((1 - adatoms[0]) - k_t*ell_t/(1 + k_t*ell_t)) < 1e-4

# Two-dimensional surface: variance grows with the logarithm of the cutoff
def film_variance(cutoff):
    return quad(lambda k: -D * np.expm1(-2*nu*k*k*t) / (2*np.pi*nu*k),
                0, cutoff, points=[0.1, 1, 5], limit=300)[0]


film_gain = film_variance(40.0) - film_variance(20.0)
assert abs(film_gain / (D*np.log(2)/(2*np.pi*nu)) - 1) < 1e-6

# ---------- Worked example: step on Si(111), rough typical inputs ----------
kB = constants.k / constants.e        # eV/K
T = 1173.0                            # K
beta = 0.3                            # eV/nm, step stiffness
Gamma = 6.0e4                         # nm^3/s, step mobility
time = 0.1                            # s
spacing = 0.384                       # nm, atomic spacing along the step
window = 5000.0                       # nm, observed length
terrace = 500.0                       # nm, distance to neighbouring steps
repulsion = 0.04                      # eV nm, energy/length = repulsion/d^2
drift = 1.0                           # nm/s, net step speed
coarse = 10.0                         # nm, coarse-graining length
T_use, barrier = 600.0, 1.5           # K, eV

kT = kB * T
nu_si = Gamma * beta / kT
W_si = flat_variance(Gamma, nu_si, time)
rms_si = np.sqrt(W_si)
xi = np.sqrt(8 * nu_si * time)
W_si_modes = integrate_modes(
    lambda k: -Gamma * np.expm1(-2*nu_si*k*k*time) / (nu_si*k*k), 1/xi)
assert abs(W_si_modes / W_si - 1) < 1e-7
assert abs(np.sqrt(2*Gamma*kT*time/(np.pi*beta)) / W_si_modes - 1) < 1e-7

z_si = 4 * nu_si * time / spacing**2
window_loss = 2 * Gamma * time / window / W_si
c_si = Gamma * 12 * repulsion / terrace**4 / kT
confinement_loss = 2 * c_si * time / 3
slope2_atomic = kT / (beta * spacing)
slope2_coarse = kT / (beta * coarse)
# Mean curvature of the line energy sqrt(1+p^2) for Gaussian slopes p
sigma = np.sqrt(slope2_coarse)
mean_curvature = quad(
    lambda p: (1 + p*p)**-1.5 * np.exp(-p*p/(2*sigma**2))
    / (sigma*np.sqrt(2*np.pi)), -10*sigma, 10*sigma)[0]
assert abs(mean_curvature - (1 - 1.5*sigma**2 + 45/8*sigma**4)) < 3e-3
growth_ratio = drift * rms_si / (2 * nu_si)


def diffusion_loss(ell):
    def density(k):
        rate = nu_si * k*k * k*ell / (1 + k*ell)
        return -Gamma * np.expm1(-2*rate*time) / (nu_si*k*k)
    return 1 - integrate_modes(density, 1/xi) / W_si


Gamma_use = Gamma * np.exp(-barrier/kB * (1/T_use - 1/T))
nu_use = Gamma_use * beta / (kB * T_use)
z_use = 4 * nu_use * time / spacing**2
W_use = lattice_variance(Gamma_use, nu_use, time, spacing)

print("TESTS (dimensionless)")
print(f"D, nu, t: {D}, {nu}, {t}")
print(f"variance, closed formula: {W:.6f}")
print(f"variance, heat-kernel quadrature: {W_kernel:.6f}")
print(f"variance, Fourier quadrature: {W_modes:.6f}")
print(f"variance, lattice a = {a}: {W_lattice:.6f}")
print(f"equilibrated start / flat start: {G_equilibrium/W:.6f}")
print(f"simulation (D = nu = 1, t = {t_mc:.0f}): "
      f"{W_mc:.3f} +- {W_mc_error:.3f}")
print(f"closed formula for the simulation: {W_mc_law:.3f}")
print("EXAMPLE: step on Si(111), rough inputs")
print(f"temperature: {T:.0f} K")
print(f"k_B T: {kT:.4f} eV")
print(f"step stiffness: {beta} eV/nm")
print(f"step mobility D = Gamma: {Gamma:.2e} nm^3/s")
print(f"smoothing coefficient nu: {nu_si:.4e} nm^2/s")
for moment in (0.01, 0.1, 1.0):
    value = flat_variance(Gamma, nu_si, moment)
    print(f"t = {moment} s: variance {value:.2f} nm^2, "
          f"rms {np.sqrt(value):.2f} nm")
print(f"rms at {time} s, converted: {10*rms_si:.1f} angstrom")
print(f"correlation length sqrt(8 nu t) at {time} s: {xi:.0f} nm")
print(f"rms displacement, equilibrated start: {2**0.25*rms_si:.2f} nm")
print(f"NEGLECTED EFFECTS at t = {time} s")
print(f"atomic spacing: {spacing} nm")
print(f"lattice time a^2/nu: {spacing**2/nu_si:.2e} s")
print(f"relative loss from lattice, 1/(8z): {1/(8*z_si):.1e}")
print(f"observed length: {window:.0f} nm")
print(f"finite-length time L^2/nu: {window**2/nu_si:.0f} s")
print(f"relative loss from own-mean subtraction: {window_loss:.4f}")
print(f"terrace width: {terrace:.0f} nm")
print(f"step repulsion coefficient: {repulsion} eV nm")
print(f"relative loss from neighbour steps: {confinement_loss:.1e}")
print(f"rms slope over atomic spacing: {np.sqrt(slope2_atomic):.3f}")
print(f"rms slope over {coarse:.0f} nm: {np.sqrt(slope2_coarse):.3f}")
print(f"stiffness loss from slopes at {coarse:.0f} nm: "
      f"{1-mean_curvature:.4f}")
print(f"net step speed: {drift} nm/s")
print(f"nonlinear growth / smoothing term: {growth_ratio:.1e}")
for ell in (5000.0, 50000.0):
    print(f"loss from terrace diffusion, ell = {ell:.0f} nm: "
          f"{diffusion_loss(ell):.4f}")
print("TEMPERATURE OF USE")
print(f"temperature: {T_use:.0f} K")
print(f"assumed activation energy: {barrier} eV")
print(f"step mobility: {Gamma_use:.2e} nm^3/s")
print(f"lattice parameter z = 4 nu t/a^2: {z_use:.3f}")
print(f"rms at {time} s, lattice formula: {np.sqrt(W_use):.3f} nm")
print("no test failed")
```

It prints:

```
TESTS (dimensionless)
D, nu, t: 1.3, 0.8, 10.0
variance, closed formula: 3.667232
variance, heat-kernel quadrature: 3.667232
variance, Fourier quadrature: 3.667232
variance, lattice a = 0.5: 3.663646
equilibrated start / flat start: 1.414214
simulation (D = nu = 1, t = 25): 3.976 +- 0.048
closed formula for the simulation: 3.989
EXAMPLE: step on Si(111), rough inputs
temperature: 1173 K
k_B T: 0.1011 eV
step stiffness: 0.3 eV/nm
step mobility D = Gamma: 6.00e+04 nm^3/s
smoothing coefficient nu: 1.7807e+05 nm^2/s
t = 0.01 s: variance 11.34 nm^2, rms 3.37 nm
t = 0.1 s: variance 35.87 nm^2, rms 5.99 nm
t = 1.0 s: variance 113.45 nm^2, rms 10.65 nm
rms at 0.1 s, converted: 59.9 angstrom
correlation length sqrt(8 nu t) at 0.1 s: 377 nm
rms displacement, equilibrated start: 7.12 nm
NEGLECTED EFFECTS at t = 0.1 s
atomic spacing: 0.384 nm
lattice time a^2/nu: 8.28e-07 s
relative loss from lattice, 1/(8z): 2.6e-07
observed length: 5000 nm
finite-length time L^2/nu: 140 s
relative loss from own-mean subtraction: 0.0669
terrace width: 500 nm
step repulsion coefficient: 0.04 eV nm
relative loss from neighbour steps: 3.0e-07
rms slope over atomic spacing: 0.937
rms slope over 10 nm: 0.184
stiffness loss from slopes at 10 nm: 0.0452
net step speed: 1.0 nm/s
nonlinear growth / smoothing term: 1.7e-05
loss from terrace diffusion, ell = 5000 nm: 0.0652
loss from terrace diffusion, ell = 50000 nm: 0.0113
TEMPERATURE OF USE
temperature: 600 K
assumed activation energy: 1.5 eV
step mobility: 4.20e-02 nm^3/s
lattice parameter z = 4 nu t/a^2: 0.661
rms at 0.1 s, lattice formula: 0.128 nm
no test failed
```
